# Density ripples of free electrons behind an infinite-wall surface, part 1

(Sections cited here and not found follow in the second part.)

## First half: the infinite wall

A metal film growing from vapour ends at a surface where the conduction electrons are turned back. This problem treats the simplest model of that surface and asks what the reflection does to the electron density inside the metal.

The electrons do not interact with one another. They move in a flat potential for \(z>0\), and an infinite wall at \(z=0\) keeps them out of \(z<0\). The surface is perfectly flat and has large area \(A\), with periodic boundary conditions along it. The temperature is zero, both spin states are filled, and \(k_F\) is the Fermi wave number, so that \(E_F=\hbar^2k_F^2/2m\). The electron charge is \(-e\), and Gaussian units are used wherever electrostatics enters. Depth \(z\) is measured from the wall unless another origin is named.

### (a) From orbitals to a density integral

**Question.** Sum the filled orbitals and express the density \(n(z)\) as an integral over the wave number \(k\) normal to the surface.

**Solution.** To count the states, place a second infinite wall at \(z=L\), and let \(L\) grow at the end. The normalized orbitals are

\[
\psi_{\mathbf K,k}(\mathbf R,z)=\sqrt{\frac{2}{AL}}\;e^{i\mathbf K\cdot\mathbf R}\sin kz,
\qquad k=\frac{j\pi}{L},\quad j=1,2,3,\ldots
\]

Here \(\mathbf R\) and \(\mathbf K\) are the position and wave vector parallel to the surface. The sine vanishes at both walls. Its square has the mean value \(1/2\) across the film, which fixes the factor 2 under the root.

The energy is \(\hbar^2(K^2+k^2)/2m\), so an orbital is filled when \(K^2\le k_F^2-k^2\). For a given \(k\), the allowed \(\mathbf K\) fill a disk of area \(\pi(k_F^2-k^2)\). Parallel wave vectors have density \(A/(2\pi)^2\). With two spins, the number of electrons per unit area that share this \(k\) is

\[
w(k)=2\,\frac{\pi(k_F^2-k^2)}{4\pi^2}=\frac{k_F^2-k^2}{2\pi}.
\]

Each of them contributes the normal density \((2/L)\sin^2kz\), hence

\[
n(z)=\sum_{j\ge1}\frac{2}{L}\,w(k_j)\sin^2k_jz ,
\]

where the sum stops at \(k_F\). The spacing of the \(k_j\) is \(\pi/L\). As \(L\to\infty\) at fixed \(z\), the sum over \(j\) becomes \((L/\pi)\int dk\), and \(L\) cancels:

\[
n(z)=\frac{1}{\pi^2}\int_0^{k_F}(k_F^2-k^2)\sin^2kz\,dk .
\]

With \(2\sin^2kz=1-\cos2kz\) this is

\[
n(z)=\frac{1}{2\pi^2}\int_0^{k_F}(k_F^2-k^2)\,(1-\cos2kz)\,dk. \tag{1}
\]

The 1 gives the bulk density. The cosine is the interference between a wave running towards the wall and its reflection. The infinite wall makes the interference destructive at \(z=0\) for every \(k\), so the density vanishes there.

### (b) The density in closed form

**Question.** Evaluate the integral and describe the density close to the wall.

**Solution.** The constant term in (1) gives

\[
n_0=\frac{1}{2\pi^2}\left(k_F^3-\frac{k_F^3}{3}\right)=\frac{k_F^3}{3\pi^2}.
\]

For the other term set \(q=2z\) and \(x=qk_F=2k_Fz\). Integration by parts gives

\[
I(q)=\int_0^{k_F}(k_F^2-k^2)\cos qk\,dk
=\left[(k_F^2-k^2)\frac{\sin qk}{q}\right]_0^{k_F}+\frac2q\int_0^{k_F}k\sin qk\,dk .
\]

The bracket vanishes at \(k_F\) because of its first factor, and at zero because of the sine. A second integration by parts leaves

\[
I(q)=\frac2q\left[-\frac{k\cos qk}{q}+\frac{\sin qk}{q^2}\right]_0^{k_F}
=\frac{2}{q^3}(\sin x-x\cos x).
\]

The constant term in (1) came from the integral \(2k_F^3/3\). Dividing \(I\) by this value defines

\[
J(x)=\frac{3(\sin x-x\cos x)}{x^3},\qquad
\frac{n(z)}{n_0}=1-J(2k_Fz). \tag{2}
\]

This holds at every depth in the model. Close to the wall, expand the numerator:

\[
\sin x-x\cos x=\left(x-\frac{x^3}{6}+\frac{x^5}{120}\right)-\left(x-\frac{x^3}{2}+\frac{x^5}{24}\right)+\cdots
=\frac{x^3}{3}-\frac{x^5}{30}+\cdots
\]

Thus \(J=1-x^2/10+\cdots\) and

\[
\frac{n}{n_0}\simeq\frac{x^2}{10}=\frac{2k_F^2z^2}{5}\qquad(k_Fz\ll1).
\]

The density starts as the square of the depth because each orbital starts linearly. This rise has nothing to do with the decay of the ripple deep inside, which is the next question.

### (c) How the ripple dies away

**Question.** Let \(\delta=n/n_0-1\) be the relative ripple. Find its leading form far from the wall, bound the remainder, and find the size of \(\delta\) at its extrema. In what sense does the ripple follow a power law?

**Solution.** Splitting (2) into its two terms gives

\[
\delta(z)=\frac{3\cos x}{x^2}-\frac{3\sin x}{x^3},\qquad x=2k_Fz. \tag{3}
\]

The second term is at most \(1/x\) times the amplitude \(3/x^2\) of the first. For \(k_Fz\gg1\), therefore,

\[
\delta(z)\simeq\frac{3\cos(2k_Fz)}{4k_F^2z^2}. \tag{4}
\]

The leading amplitude falls as the inverse square of the depth. The density itself does not follow that law point by point, since far from the wall \(\delta\) passes through zero twice in each period \(\pi/k_F\). Near a zero of the cosine, the second term of (3) can be as large as the first or larger, although both are then small compared with \(3/x^2\).

The extrema give a definite meaning to the size of the ripple. Write \(F=\sin x-x\cos x\), for which \(F'=x\sin x\). Differentiating \(\delta=-3F/x^3\) gives

\[
\frac{d\delta}{dx}=-3\left(\frac{x\sin x}{x^3}-\frac{3F}{x^4}\right)
=-\frac{3}{x^4}\left[(x^2-3)\sin x+3x\cos x\right].
\]

The derivative vanishes when

\[
\tan x=\frac{3x}{3-x^2}.
\]

Division by \(\cos x\) loses no solution. If the cosine were zero, the bracket could vanish only at \(x^2=3\), where the cosine is not zero.

At an extremum the first form of the derivative says \(3F=x^2\sin x\), so \(\delta=-\sin x/x\). The square of the sine follows from the tangent:

\[
\sin^2x=\frac{\tan^2x}{1+\tan^2x}=\frac{9x^2}{(3-x^2)^2+9x^2}=\frac{9x^2}{x^4+3x^2+9}.
\]

The size at each extremum is therefore

\[
|\delta|_{\rm ext}=\frac{3}{\sqrt{x^4+3x^2+9}}
=\frac{3}{x^2}\left[1-\frac{3}{2x^2}+O(x^{-4})\right]. \tag{5}
\]

The inverse-square law is approached quickly. A numerical search for the first maximum of the density gives \(x=5.7635\), where (5) gives an excess of 8.62% over the bulk. The leading amplitude there is \(3/x^2=9.03\%\), which is about 5% larger than the true excess. This first maximum is the highest, since (5) decreases with \(x\).

### (d) Where the exponent comes from

**Question.** A sharp Fermi edge is present in one, two and three dimensions. Find the decay exponent in each case and say what sets it.

**Solution.** In \(D\) dimensions there are \(D-1\) directions parallel to the wall. For given \(k\), the room left for parallel wave vectors is a constant for \(D=1\), a length \(2(k_F^2-k^2)^{1/2}\) for \(D=2\), and a disk area \(\pi(k_F^2-k^2)\) for \(D=3\). In each case the weight is proportional to \((k_F^2-k^2)^p\) with \(p=(D-1)/2\). The relative ripple is

\[
\delta_p=-\frac{I_p(2z)}{I_p(0)},\qquad
I_p(q)=\int_0^{k_F}(k_F^2-k^2)^p\cos qk\,dk
=\frac12\int_{-k_F}^{k_F}(k_F^2-k^2)^p\,e^{iqk}dk .
\]

The last form uses the evenness of the weight. It shows that \(k=0\) is not an edge of the integral, so the two Fermi edges alone govern its behaviour at large \(q\).

To extract that behaviour, bend the path into the complex plane: go up from \(-k_F\) along a vertical line, and come down to \(k_F\) along another. On these lines \(e^{iqk}\) decays as \(e^{-qy}\), where \(y\) is the height, so the horizontal piece at great height contributes nothing. The integrand is analytic in the enclosed strip.

On the right-hand line \(k=k_F+iy\), and the weight is

\[
(k_F^2-k^2)^p=\left[(-iy)(2k_F+iy)\right]^p\simeq(2k_Fy)^p\,e^{-i\pi p/2},
\]

because only \(y\) of order \(1/q\ll k_F\) matters. The line is traversed downwards, so \(dk=i\,dy\) carries a minus sign when \(y\) runs from zero to infinity. Its contribution is

\[
-i\,e^{ix}e^{-i\pi p/2}(2k_F)^p\int_0^\infty y^pe^{-qy}dy
=\frac{(2k_F)^p\,\Gamma(p+1)}{q^{p+1}}\,e^{i[x-\pi(p+1)/2]} .
\]

The left-hand line gives the complex conjugate. Half the sum of the two is the real part:

\[
I_p(q)\simeq\frac{(2k_F)^p\,\Gamma(p+1)}{q^{p+1}}\cos\!\left[x-\frac{\pi(p+1)}{2}\right]. \tag{6}
\]

Thus the amplitude falls as \(z^{-(p+1)}=z^{-(D+1)/2}\), that is, as \(z^{-1}\), \(z^{-3/2}\) and \(z^{-2}\) in one, two and three dimensions. For \(p=1\) the cosine in (6) is \(-\cos x\) and \(I_1\simeq-2k_F\cos x/q^2\). Division by \(-2k_F^3/3\) returns (4) with its sign.

A sharp edge alone would give \(z^{-1}\). In three dimensions, electrons with \(k\) near \(k_F\) have almost no parallel motion left to them, so their number vanishes linearly at the edge. This costs one further power of depth. The exponent 2 therefore belongs to a planar surface of a three-dimensional Fermi sphere at zero temperature, and does not carry over to every defect or every electron system.

The three exponents can also be read from the integrals without the expansion. The substitution \(k=k_F\sin t\) and Gauss–Legendre quadrature give the ripple on a grid of \(x\) up to 160. A straight line through the logarithms of the extremal sizes against \(\ln x\), for \(x>60\), has slopes \(-0.9999\), \(-1.4998\) and \(-1.9997\).

### (e) Where the positive charge must begin

**Question.** Replace the ions by a uniform positive background of density \(n_0\) that ends abruptly. At what depth \(d\) must it begin for the surface to be neutral? Does the choice of this edge as origin alter the power law?

**Solution.** The wall removes electrons from its neighbourhood. Per unit area, the number missing relative to a uniform density \(n_0\) is

\[
\int_0^\infty(n_0-n)\,dz=\frac{n_0}{2k_F}\int_0^\infty J(x)\,dx .
\]

With \(F'=x\sin x\), integration by parts gives

\[
\int_0^\infty\frac{F}{x^3}dx=\left[-\frac{F}{2x^2}\right]_0^\infty+\frac12\int_0^\infty\frac{\sin x}{x}dx=\frac{\pi}{4}.
\]

The bracket vanishes at zero, where \(F\simeq x^3/3\), and at infinity, where \(F\) grows no faster than \(x\). The remaining integral is \(\pi/2\), as follows from writing \(1/x=\int_0^\infty e^{-xy}dy\) and integrating over \(x\) first, which leaves \(\int_0^\infty dy/(1+y^2)\). Hence \(\int_0^\infty J\,dx=3\pi/4\).

A background that begins at \(d\) lacks \(n_0d\) charges per area relative to one that begins at the wall. Neutrality equates the two deficits:

\[
d=\frac{3\pi}{8k_F}. \tag{7}
\]

Let \(D=z-d\) be the depth below the background edge. Since \(2k_Fd=3\pi/4\), the leading ripple is

\[
\delta\simeq\frac{3\cos(2k_FD+3\pi/4)}{4k_F^2(D+d)^2}.
\]

For \(D\gg d\) the denominator tends to \(4k_F^2D^2\). The change of origin shifts the phase and leaves the leading power and its coefficient unchanged. A statement about the phase of the ripple must therefore name its origin.

## Second half: what a real growing film changes

The symbols and results taken from the first half are these. Depth \(z\) is measured inward from the wall, \(k_F\) and \(E_F\) are the Fermi wave number and energy, and \(n_0=k_F^3/3\pi^2\) is the bulk density. With \(x=2k_Fz\) and \(J(x)=3(\sin x-x\cos x)/x^3\), the density is \(n/n_0=1-J(x)\), and the relative ripple is \(\delta\simeq3\cos x/x^2\) at large depth. The number of electrons per area at normal wave number \(k\) is \(w(k)=(k_F^2-k^2)/2\pi\). The neutralizing background begins at \(d=3\pi/8k_F\).

### (f) A second face

**Question.** A film has infinite walls at \(z=0\) and \(z=L\). Find its density at fixed \(k_F\) in terms of \(J\).

**Solution.** Start from the sum over discrete levels \(k_j=j\pi/L\). The summand is even in \(j\) and vanishes at \(j=0\), so half the sum over all integers may be taken:

\[
n(z)=\frac1L\sum_{j\ge1}w(k_j)(1-\cos2k_jz)=\frac1{2L}\sum_{j=-\infty}^{\infty}w(k_j)(1-\cos2k_jz),
\]

with \(w=0\) beyond \(k_F\). A comb of delta functions with spacing \(\pi/L\) has the Fourier series

\[
\sum_j\delta\!\left(k-\frac{j\pi}{L}\right)=\frac L\pi\sum_{M=-\infty}^{\infty}e^{2iMLk},
\]

which turns the sum over levels into

\[
n(z)=\frac1{2\pi}\sum_M\int_{-k_F}^{k_F}w(k)\,e^{2iMLk}(1-\cos2kz)\,dk .
\]

From part (b), \(\int_{-k_F}^{k_F}w\cos qk\,dk=(1/\pi)(2k_F^3/3)J(k_Fq)=2\pi n_0J(k_Fq)\). The product of the exponential with \(\cos2kz\) contains the values \(q=2(ML+z)\) and \(q=2(ML-z)\) with weight one half each. Since \(J\) is even, replacing \(M\) by \(-M\) makes the two sums equal, and

\[
\frac{n(z)}{n_0}=\sum_{M=-\infty}^{\infty}\left[J(2k_FML)-J\big(2k_F(z+ML)\big)\right]. \tag{8}
\]

The terms with \(M=0\) restore the single surface. The others are images of the electron system in the two walls. Near one face of a thick film they are small, because their arguments contain the distance to the far face. Comparison at fixed \(k_F\) means that the film shares a chemical potential with a reservoir. An isolated film, whose electron number is fixed by neutrality at each thickness, would instead adjust \(k_F\) as it grows.

For infinite walls at zero temperature, the density is now known in closed form: far from a single wall the leading ripple amplitude falls as the inverse square of the depth, and a second face adds image terms. It remains to examine a wall of finite height, temperature, terraces and the neglected electrostatics, and to put numbers to an aluminium-like film.

Numbers in the example were calculated in double precision.
